**Random donor network: Kirchhoff exponent against percolation threshold**

The program solves resistor networks with bond conductances exp(−λr), where r is the donor separation in units of d = n^(−1/3), n is the donor density, λ = 2d/a, and a is the decay length of the donor state. The local exponent s = −d ln G/dλ is the power-weighted mean bond length, and r_c is the bond length at which the electrodes first become joined. The program asserts that the network agrees with the full master equation of a four-site exclusion model, and that s agrees with a finite difference of ln G. On every sample used for a conductance solve it asserts current conservation, the threshold property of r_c, and the path and cut bounds on G. Further assertions cover the neglect of weak bonds, the effect of removing or easing selected bonds, and the narrowing gap between s and r_c. For samples of side 11 d, s falls from 0.972 at λ = 10 to 0.903 at λ = 20. Samples of side 30 d give r_c = 0.865 ± 0.003 d, so the exponent at λ = 20 lies about 4% above the percolation estimate.

## Numerical verification

```python
"""Hopping conductance of a random donor network against percolation.

Result under test: with bond conductances g = exp(-lam*r), the exponent
s = -d ln G / d lam equals the power-weighted mean bond length, and G is
bounded above and below by multiples of exp(-lam*r_c), where r_c is the
smallest bond length at which the two electrodes become joined.

Symbols: r bond length in units of d = n**(-1/3), n donor density,
lam = 2*d/a, a decay length of the donor state, G conductance in units of
G0, side = distance between electrodes and width of the sample.
Node 0 is the left electrode (potential 1), node 1 the right one (0).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import coo_matrix, diags
from scipy.sparse.csgraph import breadth_first_order, connected_components
from scipy.sparse.linalg import splu
from scipy.spatial import cKDTree

rng = np.random.default_rng(20)


def adjacency(ends, weights, size):
    half = coo_matrix((weights, (ends[:, 0], ends[:, 1])), shape=(size, size))
    return (half + half.T).tocsr()


def kirchhoff(ends, g, size):
    """Return conductance and the power dissipated in each bond."""
    links = adjacency(ends, g, size)
    label = connected_components(links, directed=False)[1]
    assert label[0] == label[1]
    inner = np.flatnonzero(label == label[0])
    inner = inner[inner > 1]
    total = np.asarray(links.sum(axis=1)).ravel()
    laplacian = (diags(total) - links).tocsr()
    source = links[inner][:, [0]].toarray().ravel()
    factor = splu(laplacian[inner][:, inner].tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    potential = np.zeros(size)
    potential[0] = 1.0
    potential[inner] = factor.solve(source)
    drop = potential[ends[:, 0]] - potential[ends[:, 1]]
    power = g * drop**2
    # Current conservation: both electrode currents must equal the power.
    for node in (0, 1):
        touching = (ends == node).any(axis=1)
        current = np.sum(g[touching] * np.abs(drop[touching]))
        assert abs(current / power.sum() - 1) < 1e-5
    return power.sum(), power


def make_sample(side, reach):
    """Poisson donors; slabs of thickness 1 at both ends are electrodes."""
    count = rng.poisson(side**2 * (side + 2))
    place = rng.random((count, 3)) * np.array([side + 2, side, side])
    # Padding along x makes the periodic search open in that direction.
    box = np.array([side + 2 + 2 * reach, side, side])
    pairs = cKDTree(place, boxsize=box).query_pairs(reach,
                                                    output_type="ndarray")
    delta = place[pairs[:, 0]] - place[pairs[:, 1]]
    delta -= box * np.round(delta / box)
    length = np.sqrt(np.sum(delta**2, axis=1))
    node = np.zeros(count, dtype=int)
    node[place[:, 0] > side + 1] = 1
    middle = (place[:, 0] >= 1) & (place[:, 0] <= side + 1)
    node[middle] = 2 + np.arange(middle.sum())
    ends = node[pairs]
    keep = ends[:, 0] != ends[:, 1]
    return ends[keep], length[keep], 2 + int(middle.sum())


def threshold(ends, length, size):
    """Add bonds in order of length until the electrodes are joined."""
    parent = list(range(size))

    def root(k):
        while parent[k] != k:
            parent[k] = parent[parent[k]]
            k = parent[k]
        return k

    for b in np.argsort(length):
        parent[root(int(ends[b, 0]))] = root(int(ends[b, 1]))
        if root(0) == root(1):
            return length[b]
    raise AssertionError("electrodes never joined")


def solve_sample(ends, length, size, lam, r_c, depth=8.0):
    """Solve in units of exp(-lam*r_c), dropping bonds below exp(-depth)."""
    keep = length < r_c + depth / lam
    e, r = ends[keep], length[keep]
    G, power = kirchhoff(e, np.exp(-lam * (r - r_c)), size)
    return G, np.sum(power * r) / power.sum(), e, r


def mean_error(values):
    values = np.asarray(values)
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


# --- Exact exclusion process on a small cluster against the network ---
sites, filling = 4, 0.3
hop = rng.uniform(0.2, 2.0, (sites, sites))
hop = np.triu(hop, 1) + np.triu(hop, 1).T
lead = rng.uniform(0.2, 2.0, (2, sites))
tilt = rng.uniform(-1, 1, sites)


def exclusion_current(bias):
    """Particle current from the left lead; energies in units of kT."""
    u, mu = bias * tilt, (bias, 0.0)
    states = 2**sites
    W, flow = np.zeros((states, states)), np.zeros(states)

    def move(old, new, rate):
        W[new, old] += rate
        W[old, old] -= rate

    for s in range(states):
        for i in range(sites):
            full = (s >> i) & 1
            for c in range(2):
                push = np.exp((mu[c] - u[i]) / 2)
                rate = lead[c, i] * ((1 - filling) / push if full
                                     else filling * push)
                move(s, s ^ (1 << i), rate)
                if c == 0:
                    flow[s] += -rate if full else rate
            for j in range(sites):
                if full and j != i and not (s >> j) & 1:
                    move(s, s ^ (1 << i) ^ (1 << j),
                         hop[i, j] * np.exp((u[i] - u[j]) / 2))
    W[-1] = 1.0
    rhs = np.zeros(states)
    rhs[-1] = 1.0
    return flow @ np.linalg.solve(W, rhs)


step = 1e-3
G_exact = (exclusion_current(step) - exclusion_current(-step)) / (2 * step)
small_ends, small_g = [], []
for i in range(sites):
    for c in range(2):
        small_ends.append((c, i + 2))
        small_g.append(lead[c, i])
    for j in range(i):
        small_ends.append((j + 2, i + 2))
        small_g.append(hop[i, j])
G_small = filling * (1 - filling) * kirchhoff(
    np.array(small_ends), np.array(small_g), sites + 2)[0]
assert abs(G_exact / G_small - 1) < 1e-5
print(f"cluster: sites {sites}, filling {filling}")
print(f"cluster G, master equation (Gamma e^2/kT): {G_exact:.7f}")
print(f"cluster G, resistor network (same unit):   {G_small:.7f}")

# --- Conductance and threshold of random samples ---
lams = (10.0, 15.0, 20.0)
plans = {7: 16, 11: 12}
results = {}
for side, repeats in plans.items():
    rc_list, slopes, logs = [], [], []
    path_links, cut_bonds, no_long, perfect_short = [], [], [], []
    for trial in range(repeats):
        ends, length, size = make_sample(side, 2.2)
        r_c = threshold(ends, length, size)
        below, upto = length < r_c, length <= r_c
        side_label = connected_components(
            adjacency(ends[below], np.ones(below.sum()), size),
            directed=False)[1]
        assert side_label[0] != side_label[1]
        joined = adjacency(ends[upto], np.ones(upto.sum()), size)
        before = breadth_first_order(joined, 0, directed=False)[1]
        hops, k = 0, 1
        while k != 0:
            k = before[k]
            assert k >= 0
            hops += 1
        left = side_label == side_label[0]
        row_s, row_log = [], []
        for lam in lams:
            G, s, e, r = solve_sample(ends, length, size, lam, r_c)
            crossing = left[e[:, 0]] != left[e[:, 1]]
            assert np.all(r[crossing] >= r_c)
            upper = np.sum(np.exp(-lam * (r[crossing] - r_c)))
            assert 1 / hops <= G * (1 + 1e-6)
            assert G <= upper * (1 + 1e-6) <= crossing.sum() * (1 + 2e-6)
            row_s.append(s)
            row_log.append(np.log(G) - lam * r_c)
        path_links.append(hops)
        cut_bonds.append(crossing.sum())
        # Here lam, G, e and r belong to the largest lam.
        short_list = r < r_c + 2 / lam
        G_cut = kirchhoff(e[short_list],
                          np.exp(-lam * (r[short_list] - r_c)), size)[0]
        eased = np.where(r < r_c - 2 / lam,
                         np.minimum(r, r_c - 12 / lam), r)
        G_eased = kirchhoff(e, np.exp(-lam * (eased - r_c)), size)[0]
        assert G_cut <= G * (1 + 1e-6) and G <= G_eased * (1 + 1e-6)
        no_long.append(np.log(G_cut / G))
        perfect_short.append(np.log(G_eased / G))
        rc_list.append(r_c)
        slopes.append(row_s)
        logs.append(row_log)
        if side == 11 and trial == 0:
            # Power-weighted length against a finite difference in lam.
            lam0, h = 15.0, 0.01
            keep = length < r_c + 8 / lam0
            e0, r0 = ends[keep], length[keep]
            logG = [np.log(kirchhoff(e0, np.exp(lam0 * r_c - x * r0),
                                     size)[0]) for x in (lam0 - h, lam0 + h)]
            s_difference = -(logG[1] - logG[0]) / (2 * h)
            s_power = row_s[1]
            assert abs(s_difference - s_power) < 1e-4
            # Effect of the dropped weak bonds at the smallest lam.
            G8, s8 = solve_sample(ends, length, size, 10.0, r_c)[:2]
            G11, s11 = solve_sample(ends, length, size, 10.0, r_c, 11.0)[:2]
            cut_effect = np.log(G11 / G8)
            assert -1e-6 < cut_effect < 0.03 and abs(s11 - s8) < 0.03
            first_nodes, first_bonds = size - 2, len(r0)
    results[side] = dict(rc=np.array(rc_list), s=np.array(slopes),
                         log=np.array(logs), hops=np.mean(path_links),
                         cut=np.mean(cut_bonds), no_long=np.mean(no_long),
                         short=np.mean(perfect_short))

print(f"first side-11 sample: inner donors {first_nodes}, "
      f"bonds at lam=15 {first_bonds}")
print(f"its exponent at lam=15, power weighting (d):   {s_power:.6f}")
print(f"its exponent at lam=15, finite difference (d): {s_difference:.6f}")
print(f"dropped bonds, lam=10: change of ln G {cut_effect:.5f}, "
      f"of s {s11 - s8:.5f} d")

for side, data in results.items():
    m, err = mean_error(data["rc"])
    print(f"side {side} d, samples {plans[side]}: "
          f"r_c = {m:.4f} +- {err:.4f} d")
    for q, lam in enumerate(lams):
        m, err = mean_error(data["s"][:, q])
        gap, gap_err = mean_error(data["s"][:, q] - data["rc"])
        print(f"  lam {lam:.0f}: s = {m:.4f} +- {err:.4f} d, "
              f"s - r_c = {gap:.4f} +- {gap_err:.4f} d")
        m, err = mean_error(data["log"][:, q])
        print(f"    mean ln(G/G0) = {m:.3f} +- {err:.3f}")
    print(f"  mean path links {data['hops']:.1f}, "
          f"mean cut bonds at lam=20 {data['cut']:.1f}")

main = results[11]
gaps = np.abs((main["s"] - main["rc"][:, None]).mean(axis=0))
assert gaps[2] < gaps[0]

# Integral of the local exponent against the total change of ln G.
total_slope = np.mean(main["log"][:, 0] - main["log"][:, 2]) / 10
simpson = np.mean(main["s"] @ np.array([1, 4, 1]) / 6)
assert abs(total_slope - simpson) < 0.01
print(f"mean exponent lam 10 to 20, from ln G (d): {total_slope:.4f}")
print(f"mean exponent lam 10 to 20, from s (d):    {simpson:.4f}")

factor_long = np.exp(main["no_long"])
factor_short = np.exp(main["short"])
assert factor_long > 0.3 and factor_short < 3.5
print(f"lam=20, bonds above r_c+0.1 d removed: G times {factor_long:.3f}")
print(f"lam=20, bonds below r_c-0.1 d near perfect: "
      f"G times {factor_short:.3f}")

# --- Threshold of much larger samples ---
big_side, big = 30, []
for trial in range(10):
    ends, length, size = make_sample(big_side, 1.05)
    big.append(threshold(ends, length, size))
rc_big, rc_err = mean_error(big)
spread_small, spread_big = main["rc"].std(ddof=1), np.std(big, ddof=1)
assert spread_big < spread_small
neighbours = 4 * np.pi / 3 * rc_big**3
s20 = main["s"][:, 2].mean()
assert abs(s20 / rc_big - 1) < 0.15
print(f"side {big_side} d, samples {len(big)}: "
      f"r_c = {rc_big:.4f} +- {rc_err:.4f} d")
print(f"scatter of r_c: side 11 {spread_small:.4f} d, "
      f"side {big_side} {spread_big:.4f} d")
print(f"mean neighbours within r_c, side {big_side}: {neighbours:.3f}")
print(f"s(lam=20, side 11) / r_c(side {big_side}) = {s20 / rc_big:.4f}")

# --- Worked example with round model parameters ---
a_bohr = 40.0
bohr_cm = physical_constants["Bohr radius"][0] * 100
print(f"decay length a = {a_bohr:.0f} bohr")
for lam in lams:
    spacing = lam * a_bohr / 2
    density = 1 / (spacing * bohr_cm)**3
    print(f"lam {lam:.0f}: d = {spacing:.0f} bohr, n = {density:.3e} cm^-3, "
          f"r_c = {rc_big * spacing:.1f} bohr")
# Resistivity is d*side/G for a cube, so the ratio carries the ratio of d.
growth = lams[2] / lams[0] * np.exp(10 * total_slope)
estimate = np.exp(10 * rc_big)
print(f"typical resistivity ratio, d=400 to d=200 bohr: {growth:.3e}")
print(f"same without the factor d ratio: {np.exp(10 * total_slope):.3e}")
print(f"bare percolation estimate exp(10 r_c/d): {estimate:.3e}")
print("done: every assertion held")
```

Running it gives:

```
cluster: sites 4, filling 0.3
cluster G, master equation (Gamma e^2/kT): 0.3456675
cluster G, resistor network (same unit):   0.3456675
first side-11 sample: inner donors 1315, bonds at lam=15 8613
its exponent at lam=15, power weighting (d):   0.939596
its exponent at lam=15, finite difference (d): 0.939596
dropped bonds, lam=10: change of ln G 0.00280, of s 0.00209 d
side 7 d, samples 16: r_c = 0.8890 +- 0.0069 d
  lam 10: s = 0.9682 +- 0.0077 d, s - r_c = 0.0792 +- 0.0047 d
    mean ln(G/G0) = -8.023 +- 0.057
  lam 15: s = 0.9218 +- 0.0076 d, s - r_c = 0.0328 +- 0.0041 d
    mean ln(G/G0) = -12.730 +- 0.093
  lam 20: s = 0.9069 +- 0.0072 d, s - r_c = 0.0179 +- 0.0031 d
    mean ln(G/G0) = -17.299 +- 0.127
  mean path links 22.8, mean cut bonds at lam=20 153.7
side 11 d, samples 12: r_c = 0.8689 +- 0.0085 d
  lam 10: s = 0.9715 +- 0.0031 d, s - r_c = 0.1026 +- 0.0079 d
    mean ln(G/G0) = -7.593 +- 0.018
  lam 15: s = 0.9225 +- 0.0040 d, s - r_c = 0.0536 +- 0.0069 d
    mean ln(G/G0) = -12.313 +- 0.032
  lam 20: s = 0.9030 +- 0.0050 d, s - r_c = 0.0341 +- 0.0056 d
    mean ln(G/G0) = -16.877 +- 0.051
  mean path links 33.1, mean cut bonds at lam=20 519.2
mean exponent lam 10 to 20, from ln G (d): 0.9284
mean exponent lam 10 to 20, from s (d):    0.9274
lam=20, bonds above r_c+0.1 d removed: G times 0.670
lam=20, bonds below r_c-0.1 d near perfect: G times 1.122
side 30 d, samples 10: r_c = 0.8648 +- 0.0027 d
scatter of r_c: side 11 0.0294 d, side 30 0.0086 d
mean neighbours within r_c, side 30: 2.709
s(lam=20, side 11) / r_c(side 30) = 1.0442
decay length a = 40 bohr
lam 10: d = 200 bohr, n = 8.435e+17 cm^-3, r_c = 173.0 bohr
lam 15: d = 300 bohr, n = 2.499e+17 cm^-3, r_c = 259.4 bohr
lam 20: d = 400 bohr, n = 1.054e+17 cm^-3, r_c = 345.9 bohr
typical resistivity ratio, d=400 to d=200 bohr: 2.152e+04
same without the factor d ratio: 1.076e+04
bare percolation estimate exp(10 r_c/d): 5.699e+03
done: every assertion held
```
